**Peak of the McPherson-Dunn stress-voiding rate**

The program tests that R(T) = C (T0 − T)^n exp(−Q/kT) has a single maximum on 0 < T < T0, at the temperature T* where n k T*² = Q (T0 − T*). Here T is the hold temperature, T0 the stress-free temperature, n the stress exponent, Q the activation energy, k Boltzmann's constant and C a constant prefactor. For five parameter sets it finds the peak by direct numerical maximization and asserts agreement with the closed form; the largest difference is about 1e-5 K. It also asserts the concavity of ln R on a grid, the peak width, the response of T* to n, Q and T0, the apparent activation energy, and the changed condition for an extra 1/T prefactor. For n = 3, Q = 0.8 eV and T0 = 600 K the output gives a peak at 514.5 K (241 °C), with half-maximum points at 458.5 K and 557.2 K. An Arrhenius line through the rates at 450 K and 500 K gives an apparent energy of 0.33 eV and overestimates the model's rate at 350 K by a factor of 7.0.

## Numerical check

```python
"""
Result under test: the McPherson-Dunn stress-voiding rate
    R(T) = C (T0 - T)^n exp(-Q / (k T)),   0 < T < T0,
has one maximum, at the temperature T* where n k T*^2 = Q (T0 - T*).

Symbols: T hold temperature (K), T0 stress-free temperature (K),
n stress exponent, Q activation energy (eV), k Boltzmann constant (eV/K),
C constant prefactor (set to 1, it cancels from every result).
Peaks are found by maximizing the rate numerically, without its derivative.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge, zero_Celsius
from scipy.optimize import brentq, minimize_scalar

k = k_joule / e_charge


def log_rate(T, n, Q, T0, prefactor_power=0.0):
    """Logarithm of the rate, with an optional extra factor T^prefactor_power."""
    return n * np.log(T0 - T) - Q / (k * T) + prefactor_power * np.log(T)


def numerical_peak(n, Q, T0, prefactor_power=0.0):
    """Temperature of the largest rate, by direct search."""
    found = minimize_scalar(
        lambda T: -log_rate(T, n, Q, T0, prefactor_power),
        bounds=(0.05 * T0, 0.9999 * T0), method="bounded",
        options={"xatol": 1e-9, "maxiter": 1000})
    assert found.success
    return found.x


def formula_peak(n, Q, T0):
    """Positive root of n k T^2 = Q (T0 - T)."""
    return 2 * T0 / (1 + np.sqrt(1 + 4 * n * k * T0 / Q))


def formula_width(n, T_peak, T0):
    return (T0 - T_peak) * np.sqrt(T_peak / (n * (2 * T0 - T_peak)))


def apparent_energy(T, n, Q, T0):
    return Q - n * k * T**2 / (T0 - T)


def two_point_energy(T1, T2, n, Q, T0):
    """Arrhenius slope through the rates at two temperatures."""
    rise = log_rate(T2, n, Q, T0) - log_rate(T1, n, Q, T0)
    return k * rise / (1 / T1 - 1 / T2)


# General formulas, on several parameter sets (n, Q in eV, T0 in K)
cases = [(3.0, 0.8, 600.0), (1.0, 0.5, 500.0), (2.5, 1.0, 650.0),
         (4.0, 0.7, 450.0), (6.0, 0.1, 900.0)]
largest_peak_error = 0.0
for n, Q, T0 in cases:
    T_num = numerical_peak(n, Q, T0)
    error = abs(T_num - formula_peak(n, Q, T0))
    largest_peak_error = max(largest_peak_error, error)
    # a flat maximum limits the search to about the root of machine precision
    assert error < 1e-3
    assert abs(n * k * T_num**2 / (Q * (T0 - T_num)) - 1) < 1e-4

    # strict concavity over the domain, hence only one maximum
    grid = np.linspace(0.05 * T0, 0.999 * T0, 1500)
    values = log_rate(grid, n, Q, T0)
    assert np.all(np.diff(values, 2) < 0)
    assert 0 < np.argmax(values) < len(grid) - 1

    # curvature at the peak from finite differences
    h = 0.2
    curvature = (log_rate(T_num + h, n, Q, T0) - 2 * log_rate(T_num, n, Q, T0)
                 + log_rate(T_num - h, n, Q, T0)) / h**2
    assert abs(1 / np.sqrt(-curvature) / formula_width(n, T_num, T0) - 1) < 1e-3

    # response of the numerical peak to each parameter
    s = 0.01
    log_step = np.log((1 + s) / (1 - s))
    by_Q = np.log(numerical_peak(n, Q * (1 + s), T0)
                  / numerical_peak(n, Q * (1 - s), T0)) / log_step
    by_n = np.log(numerical_peak(n * (1 + s), Q, T0)
                  / numerical_peak(n * (1 - s), Q, T0)) / log_step
    by_T0 = (numerical_peak(n, Q, T0 * (1 + s))
             - numerical_peak(n, Q, T0 * (1 - s))) / (2 * s * T0)
    elasticity = (T0 - T_num) / (2 * T0 - T_num)
    assert abs(by_Q - elasticity) < 1e-3
    assert abs(by_n + elasticity) < 1e-3
    assert abs(by_T0 - T_num / (2 * T0 - T_num)) < 1e-3

    # apparent activation energy from close pairs of rates
    for fraction in (0.5, 0.7, 0.9):
        T = fraction * T0
        slope = two_point_energy(T - 0.05, T + 0.05, n, Q, T0)
        assert abs(slope - apparent_energy(T, n, Q, T0)) < 1e-4

    # an extra 1/T in the prefactor changes the condition and lowers the peak
    T_mod = numerical_peak(n, Q, T0, -1.0)
    assert abs(n * k * T_mod**2 / ((Q - k * T_mod) * (T0 - T_mod)) - 1) < 1e-4
    assert T_mod < T_num

# Small a = n k T0 / Q: the peak depth is T0 (a - 2 a^2 + ...)
small_a = 0.01
depth = 1 - numerical_peak(3.0, 3.0 * k * 600.0 / small_a, 600.0) / 600.0
second_coefficient = (depth - small_a) / small_a**2
# the next term of the series contributes about 5 a = 0.05
assert abs(second_coefficient + 2) < 0.06

# Even exponent: outside the domain the bare formula rises again
above = np.linspace(601.0, 900.0, 300)
assert np.all(np.diff((600.0 - above)**2 * np.exp(-0.8 / (k * above))) > 0)

# Worked example with round model parameters
n, Q, T0 = 3.0, 0.8, 600.0
a = n * k * T0 / Q
T_peak = formula_peak(n, Q, T0)
T_search = numerical_peak(n, Q, T0)
width = formula_width(n, T_peak, T0)
top = log_rate(T_peak, n, Q, T0)


def relative_rate(T):
    return np.exp(log_rate(T, n, Q, T0) - top)


T_half_low = brentq(lambda T: relative_rate(T) - 0.5, 300.0, T_peak)
T_half_high = brentq(lambda T: relative_rate(T) - 0.5, T_peak, 599.99)
T_use = 375.0
T_twin = brentq(lambda T: relative_rate(T) - relative_rate(T_use),
                T_peak, 599.99)
T_above = 560.0

# Two hot tests below the peak, extrapolated by a straight Arrhenius line
T_a, T_b, T_target = 450.0, 500.0, 350.0
fitted_energy = two_point_energy(T_a, T_b, n, Q, T0)
extrapolated = relative_rate(T_a) * np.exp(
    -fitted_energy / k * (1 / T_target - 1 / T_a))
overestimate = extrapolated / relative_rate(T_target)
assert overestimate > 1

# Activation energy recovered from the peak, and from a misread peak
Q_back = n * k * T_search**2 / (T0 - T_search)
assert abs(Q_back - Q) < 1e-4
misreading = 5.0
Q_high = n * k * (T_peak + misreading)**2 / (T0 - T_peak - misreading)
Q_low = n * k * (T_peak - misreading)**2 / (T0 - T_peak + misreading)
amplification = (2 * T0 - T_peak) / (T0 - T_peak)
tiny = 1e-5
Q_tiny = n * k * (T_peak * (1 + tiny))**2 / (T0 - T_peak * (1 + tiny))
assert abs((Q_tiny / Q - 1) / tiny - amplification) < 0.01

T_mod = numerical_peak(n, Q, T0, -1.0)

print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"stress exponent n = {n:.0f}")
print(f"activation energy Q = {Q:.1f} eV")
print(f"stress-free temperature T0 = {T0:.0f} K")
print(f"a = n k T0/Q = {a:.5f}")
print(f"sqrt(1 + 4a) = {np.sqrt(1 + 4 * a):.5f}")
print(f"peak temperature, closed form = {T_peak:.2f} K")
print(f"peak temperature, direct search = {T_search:.2f} K")
print(f"peak temperature = {T_peak - zero_Celsius:.1f} deg C")
print(f"peak depth T0 - T* = {T0 - T_peak:.2f} K")
print(f"n k T*^2 at searched peak = {n * k * T_search**2:.3f} eV K")
print(f"Q (T0 - T*) at searched peak = {Q * (T0 - T_search):.3f} eV K")
print(f"leading depth estimate n k T0^2/Q = {a * T0:.1f} K")
print(f"two-term depth estimate = {T0 * (a - 2 * a**2):.1f} K")
print(f"a in small-a test = {small_a:.2f}")
print(f"a^2 coefficient found in that test = {second_coefficient:.3f}")
print(f"width w = {width:.2f} K")
print(f"half-maximum temperature, cold side = {T_half_low:.1f} K")
print(f"half-maximum temperature, hot side = {T_half_high:.1f} K")
print(f"d ln T*/d ln Q = {(T0 - T_peak) / (2 * T0 - T_peak):.4f}")
print(f"dT*/dT0 = {T_peak / (2 * T0 - T_peak):.4f}")
print(f"rate at {T_use:.0f} K / peak rate = {relative_rate(T_use):.5f}")
print(f"hot temperature with the same rate = {T_twin:.1f} K")
for T in (T_use, T_peak, T_above):
    energy = apparent_energy(T, n, Q, T0)
    print(f"apparent energy at {T:.1f} K = {energy + 0.0:.3f} eV")
print(f"two-test energy, {T_a:.0f} and {T_b:.0f} K = {fitted_energy:.3f} eV")
print(f"rate overestimate at {T_target:.0f} K = factor {overestimate:.2f}")
print(f"error amplification from T* to Q = {amplification:.2f}")
print(f"Q if peak is read {misreading:.0f} K too high = {Q_high:.3f} eV")
print(f"Q if peak is read {misreading:.0f} K too low = {Q_low:.3f} eV")
print(f"peak with extra 1/T prefactor = {T_mod:.2f} K")
print(f"shift from extra 1/T prefactor = {T_mod - T_search:.2f} K")
print(f"parameter sets tested = {len(cases)}")
print(f"largest peak error, all sets = {largest_peak_error:.1e} K")
print("no test failed")
```

Running it gives:

```
Boltzmann constant k = 8.617333e-05 eV/K
stress exponent n = 3
activation energy Q = 0.8 eV
stress-free temperature T0 = 600 K
a = n k T0/Q = 0.19389
sqrt(1 + 4a) = 1.33250
peak temperature, closed form = 514.47 K
peak temperature, direct search = 514.47 K
peak temperature = 241.3 deg C
peak depth T0 - T* = 85.53 K
n k T*^2 at searched peak = 68.425 eV K
Q (T0 - T*) at searched peak = 68.425 eV K
leading depth estimate n k T0^2/Q = 116.3 K
two-term depth estimate = 71.2 K
a in small-a test = 0.01
a^2 coefficient found in that test = -1.951
width w = 42.78 K
half-maximum temperature, cold side = 458.5 K
half-maximum temperature, hot side = 557.2 K
d ln T*/d ln Q = 0.1248
dT*/dT0 = 0.7505
rate at 375 K / peak rate = 0.02216
hot temperature with the same rate = 588.8 K
apparent energy at 375.0 K = 0.638 eV
apparent energy at 514.5 K = -0.000 eV
apparent energy at 560.0 K = -1.227 eV
two-test energy, 450 and 500 K = 0.328 eV
rate overestimate at 350 K = factor 6.98
error amplification from T* to Q = 8.02
Q if peak is read 5 K too high = 0.866 eV
Q if peak is read 5 K too low = 0.741 eV
peak with extra 1/T prefactor = 510.78 K
shift from extra 1/T prefactor = -3.69 K
parameter sets tested = 5
largest peak error, all sets = 9.7e-06 K
no test failed
```
